# Anomalous X-ray transmission at the Bragg angle and its residual absorption, part 1

(Sections cited here and not found follow in the second part.)

## 1. The result

A monochromatic plane X-ray wave of frequency \(\omega\) enters a perfect crystal slab of thickness \(t\) whose reflecting planes stand perpendicular to the surface (symmetric Laue geometry). When it meets the planes at exactly the Bragg angle \(\theta\), the field inside is a sum of two standing-wave patterns whose intensities fall with depth \(z\) as

\[
\exp\left[-\frac{\mu(1\mp\varepsilon)\,z}{\cos\theta}\right],\qquad \varepsilon=\frac{\chi''_h}{\chi''_0}.
\]

Here \(\mu\) is the ordinary linear absorption coefficient, and \(\chi''_0,\chi''_h\) are the mean and the first Fourier coefficient of the absorptive part of the susceptibility. The upper sign belongs to the pattern \(\sin(hx/2)\), which has its nodes on the atomic planes. The coefficient \(\mu(1-\varepsilon)\) refers to the slant length \(z/\cos\theta\); per unit depth it is \(\mu(1-\varepsilon)/\cos\theta\). For polarization perpendicular to the scattering plane (σ) and a reflection whose planes carry every atom,

\[
\varepsilon_\sigma=e^{-W}\,(1-2p_Q\sin^2\theta),
\]

where \(e^{-W}\) is the Debye–Waller factor and \(p_Q\) is the electric-quadrupole share of the photoabsorption cross section. For \(\varepsilon\mu t/\cos\theta\gg1\) the forward and the diffracted beam leave with equal intensity, as fractions of the incident one,

\[
I_0=I_h=\tfrac14\exp\left[-\frac{\mu(1-\varepsilon)t}{\cos\theta}\right].
\]

For germanium 220 at 8000 eV and 300 K the model worked below gives \(\mu=3.4\times10^{-6}\) Å\(^{-1}\), \(1-\varepsilon_\sigma=0.042\), a \(1/e\) depth of \(6.5\times10^{6}\) Å (650 µm) in place of \(2.7\times10^{5}\) Å (27 µm), and \(I_0=I_h=0.054\) behind \(10^7\) Å (1000 µm) of crystal, where a beam away from the Bragg angle is reduced to about \(10^{-16}\).

The statement holds at the centre of the reflection, for two strong beams, \(|\chi|\ll1\), harmonic vibrations, photoabsorption as the only loss, and a multipole expansion of the absorption stopped at the quadrupole.

## 2. The susceptibility

Atomic units with Gaussian fields are used: \(\hbar=m_e=e=1\), \(c=1/\alpha\), vacuum wave number \(K=\alpha\omega\). Fields vary as \(e^{-i\omega t}\). The dielectric function is \(1+\chi(\mathbf r)\), with \(\chi=\chi'+i\chi''\) and \(\chi''>0\) for absorption. Eliminating the magnetic field from the two curl equations of Maxwell gives

\[
\nabla\times\nabla\times\mathbf E=K^2(1+\chi)\mathbf E .
\]

The dispersive part comes from treating the electrons as free. An electron obeys \(\ddot{\mathbf s}=-\mathbf E\), so \(\mathbf s=\mathbf E/\omega^2\), its dipole moment is \(-\mathbf E/\omega^2\), and a density \(n(\mathbf r)\) gives \(\chi'=-4\pi n(\mathbf r)/\omega^2\). The coherent wave responds to the density averaged over the vibrations. With \(\chi=\sum_{\mathbf h}\chi_{\mathbf h}e^{i\mathbf h\cdot\mathbf r}\), the coefficient \(\chi_{\mathbf h}\) is the cell average of \(\chi\,e^{-i\mathbf h\cdot\mathbf r}\). An electron sits at \(\mathbf R_j+\mathbf u+\mathbf r\) (site, thermal displacement, position within the atom), so the phase factor splits into three averages:

\[
\chi'_h=-\frac{4\pi N}{\omega^2}\,f(h)\,S_h\,\langle e^{-i\mathbf h\cdot\mathbf u}\rangle .
\]

\(N\) is the number of atoms per volume, \(f(h)=\int n_{\rm at}(r)\,\frac{\sin hr}{hr}\,d^3r\) is the form factor of a spherical atom, with \(f(0)=Z\), and \(S_h\) is the mean of \(e^{-i\mathbf h\cdot\mathbf R_j}\) over the sites of the cell. The real dispersion correction \(f'\) due to binding is left out; section 3 shows that it does not enter the absorption at the centre of the reflection.

The mean absorptive part is fixed by \(\mu\). Away from any reflection the wave sees only \(\chi_0\), its wave number is \(K\sqrt{1+\chi_0}\simeq K(1+\chi_0/2)\), and its intensity falls as \(\exp(-K\chi''_0 s)\) along the path \(s\). Hence

\[
\mu=K\chi''_0=N\sigma ,
\]

with \(\sigma\) the photoabsorption cross section per atom.

## 3. Two Bloch fields

Let \(x\) run along \(\mathbf h\), parallel to the surface, let \(z\) be the depth, and put \(x=0\) on an atomic plane. The plane spacing is \(d=2\pi/h\) and the Bragg condition is \(h=2K\sin\theta\). Only the multiples of \(\mathbf h\) are kept in \(\chi\), which assumes that no reflection outside this row is excited. If all atoms lie on the planes \(x=nd\), then \(S_h=1\), \(\chi(x)\) is even, and \(\chi_{-h}=\chi_h\).

For σ polarization \(\mathbf E=\hat{\mathbf y}E(x,z)\) has zero divergence, \(\nabla\times\nabla\times\) becomes \(-\nabla^2\), and

\[
\nabla^2E+K^2[1+\chi(x)]E=0 .
\]

The surface is invariant along \(x\) up to lattice translations, so the incident \(k_x\) is conserved up to multiples of \(h\), and it is real. Insert \(E=e^{ik_zz}\sum_nE_n e^{i(k_x+nh)x}\) and collect each exponential:

\[
\left[K^2-(k_x+nh)^2-k_z^2\right]E_n+K^2\sum_m\chi_{n-m}E_m=0 .
\]

Write \(k_x=-h/2+\Delta\). For \(n=0\) and \(n=1\) the squares are \(h^2/4\mp h\Delta+\Delta^2\), and the bracket can be as small as \(K^2\chi\). For every other \(n\) the square is larger by at least \(2h^2\), the bracket is of order \(K^2\), and \(E_n\) is of order \(\chi\). Dropping these beams is the two-beam approximation. With \(K^2-h^2/4=K^2\cos^2\theta\), define

\[
k_z^2=K^2\cos^2\theta+K^2\xi,\qquad \delta=\frac{h\Delta}{K^2}.
\]

The range of interest is \(\delta\sim\chi\), so \(\Delta^2/K^2\sim\chi^2\) is dropped, and

\[
\begin{pmatrix}\chi_0+\delta&\chi_h\\ \chi_h&\chi_0-\delta\end{pmatrix}
\begin{pmatrix}E_0\\E_h\end{pmatrix}=\xi\begin{pmatrix}E_0\\E_h\end{pmatrix},
\qquad \xi=\chi_0\pm\sqrt{\delta^2+\chi_h^2}.
\]

The incident glancing angle \(\theta_i\) sets \(k_x=-K\sin\theta_i\), so \(\Delta=K\cos\theta\,(\theta-\theta_i)\) and \(\delta=(\theta-\theta_i)\sin2\theta\). The mean refraction \(\chi_0\) is common to both diagonal elements, so in this geometry the centre \(\delta=0\) lies at the geometric Bragg angle.

At \(\delta=0\) the matrix is symmetric under exchange of the two beams. Its eigenvectors are therefore \((1,-1)\) and \((1,1)\) whatever the complex values of \(\chi_0\) and \(\chi_h\), and direct multiplication gives

\[
(1,-1):\ \xi=\chi_0-\chi_h,\quad E\propto e^{-ihx/2}-e^{ihx/2}=-2i\sin\frac{hx}{2},
\]
\[
(1,+1):\ \xi=\chi_0+\chi_h,\quad E\propto 2\cos\frac{hx}{2}.
\]

The first field vanishes on every plane \(x=nd\) and is called the nodal field below; the second has its maxima there. Expanding the root, \(k_z\simeq K\cos\theta+K\xi/(2\cos\theta)\), and the intensity \(|e^{ik_zz}|^2\) decays at the rate

\[
2\,{\rm Im}\,k_z=\frac{K(\chi''_0\mp\chi''_h)}{\cos\theta}=\frac{\mu(1\mp\varepsilon)}{\cos\theta}.
\]

No expansion in \(\chi''/\chi'\) was needed, and \(\chi'\) does not appear, which is why \(f'\) is irrelevant here. The real parts differ by \({\rm Re}\,k_z^{\rm nodal}-{\rm Re}\,k_z^{\rm antinodal}=-K\chi'_h/\cos\theta\), which is positive because \(\chi'_h<0\): the nodal field avoids the electrons, and electrons lower the refractive index. In both fields the two beams carry equal and opposite flux along \(x\), so the energy flows along the planes.

A diagonalization of the full equation with six beams, \(n=-2,\dots,3\), tests these statements: the two decay rates, the order of the real parts, the vanishing of the weak field at \(x=0\) and the doubling of the strong one. It gives 0.041635 for \(1-\varepsilon_\sigma\) against 0.041637 from the two-beam formula, a difference of about \(2\times10^{-6}\). The dropped beams, with amplitudes of order \(\chi\), change \(\xi\) at order \(\chi^2\), its imaginary part at order \(\chi'\chi''\), and hence \(1-\varepsilon\) by at most the order of \(|\chi'_0|\approx3\times10^{-5}\); the difference found lies within this.

## 4. Why the nodal field is spared: energy balance

Multiply the scalar wave equation by \(E^*\) and subtract the complex conjugate. The real terms cancel, and \(E^*\nabla^2E-E\nabla^2E^*=\nabla\cdot(E^*\nabla E-E\nabla E^*)\), so

\[
\nabla\cdot\mathbf J=-K^2\chi''(x)|E|^2,\qquad \mathbf J={\rm Im}(E^*\nabla E).
\]

For a Bloch field \(E=e^{ik_zz}\psi(x)\) the quantities \(|\psi|^2\) and \(J_x\) are periodic in \(x\), so \(\partial_xJ_x\) averages to zero over a period. The other component is \(J_z={\rm Re}\,k_z\,|\psi|^2e^{-2{\rm Im}k_zz}\). Differentiating and averaging over \(x\),

\[
2\,{\rm Im}\,k_z\,{\rm Re}\,k_z\,\langle|\psi|^2\rangle_{\rm cell}=K^2\langle\chi''|\psi|^2\rangle_{\rm cell}.
\]

Suppose first that each atom absorbs at a point, its nucleus. Then \(\chi''(x)\) is \(\chi''_0\) times the distribution of nuclear positions, normalized to cell average one, and the right side is \(K^2\chi''_0\langle|\psi|^2\rangle_{\rm atoms}\). With \({\rm Re}\,k_z\simeq K\cos\theta\),

\[
2\,{\rm Im}\,k_z=\frac{\mu}{\cos\theta}\,\frac{\langle|\psi|^2\rangle_{\rm atoms}}{\langle|\psi|^2\rangle_{\rm cell}} .
\]

A field loses energy in proportion to the intensity at the absorbers, relative to the intensity that carries the flux. For the nodal field \(|\psi|^2=4\sin^2(hx/2)=2(1-\cos hx)\), with cell average 2, so the ratio is \(\langle1-\cos hx\rangle_{\rm atoms}\). Point absorbers at rest on the planes would give zero: \(\varepsilon=1\), no loss, and \(2\mu/\cos\theta\) for the antinodal field. The program evaluates this ratio in real space from the six-beam eigenvectors, at four settings \(\delta\neq0\), and asserts agreement with the eigenvalue to \(10^{-3}\) relative.

Anything that puts absorbing matter where the field is not zero lowers \(\varepsilon\). There are five such effects within the model: atoms between the planes, vibration, the finite size of the absorbing shell, polarization in the scattering plane, and angular misset.

## 5. Atoms between the planes

The diamond structure has atoms on a face-centred cubic lattice and on its copy shifted by \((\tfrac14,\tfrac14,\tfrac14)a\). For indices \((n_1n_2n_3)\) all even or all odd the four face-centred sites are in phase, and

\[
S=\tfrac12\left[1+e^{-i\pi(n_1+n_2+n_3)/2}\right],\qquad |S|=\left|\cos\frac{\pi(n_1+n_2+n_3)}{4}\right| ,
\]

the modulus following from taking out the factor \(e^{-i\pi(n_1+n_2+n_3)/4}\). That phase is removed by a shift of origin along \(\mathbf h\), after which \(\chi_h=\chi_{-h}\) and section 3 applies with \(\varepsilon\) multiplied by \(|S|\).

For 220 and 400 the index sum is 4, the two sublattices are in phase, \(|S|=1\), and this contribution is zero. For 111 the sum is 3 and \(|S|=1/\sqrt2\): the two sublattices are a quarter of a spacing apart, the best node lies midway between them, and each atom sits an eighth of a spacing from it. With thermal motion at 300 K and point absorbers, \(\varepsilon\) is 0.698 for 111, 0.9645 for 220 and 0.930 for 400. These three values are tested by scanning the position of a standing wave over the eight vibrating atoms of the cell and taking the least mean intensity.

## 6. Vibration

For point absorbers with \(|S|=1\), \(\varepsilon=\langle\cos\mathbf h\cdot\mathbf u\rangle\). Take one harmonic mode with coordinate \(X=s(a+a^\dagger)\), \([a,a^\dagger]=1\), and set \(\beta=iqs\). Because the commutator is a number,

\[
e^{iqX}=e^{\beta a^\dagger}e^{\beta a}e^{\beta^2/2}.
\]

In the diagonal element between number states only equal powers of \(a^\dagger\) and \(a\) survive, and \(\langle n|a^{\dagger k}a^k|n\rangle=n!/(n-k)!\), so \(\langle n|e^{\beta a^\dagger}e^{\beta a}|n\rangle=\sum_k\binom nk\beta^{2k}/k!\). The thermal weights are \((1-y)y^n\) with \(y=e^{-\omega_s/k_BT}\), and \(\sum_n\binom nk y^n=y^k/(1-y)^{k+1}\), so \(\langle\binom nk\rangle=\bar n^k\) with \(\bar n=y/(1-y)\). The sum over \(k\) is an exponential:

\[
\langle e^{iqX}\rangle=e^{-q^2s^2(\bar n+1/2)}=e^{-q^2\langle X^2\rangle/2},
\]

since \(\langle X^2\rangle=s^2(2\bar n+1)\). The displacement of an atom is a sum over independent modes, so the averages multiply and the variances add. The tetrahedral symmetry of the site makes \(\langle u_iu_j\rangle=\delta_{ij}\langle u_x^2\rangle\). Therefore

\[
\langle\cos\mathbf h\cdot\mathbf u\rangle=e^{-W},\qquad W=\tfrac12h^2\langle u_x^2\rangle .
\]

The same factor multiplies \(\chi'_h\). For small \(W\), \(1-e^{-W}\simeq W\), which is the mean of \(h^2u_x^2/2\): the atom samples the parabolic rise of intensity around the node.

A mode of frequency \(\omega_s\) contributes \(|c_s|^2(2\bar n+1)/(2M\omega_s)\), where \(c_s\) is the component of the normalized eigenvector on this atom and direction, and \(2\bar n+1=\coth(\omega_s/2k_BT)\). All sites and the three cubic directions are equivalent, so each receives the same share of the modes at a given frequency, and the weights \(|c_s|^2\) turn into the density of states \(g\) normalized to one:

\[
\langle u_x^2\rangle=\frac1{2M}\int\frac{g(\omega')}{\omega'}\coth\frac{\omega'}{2k_BT}\,d\omega' .
\]

The Debye model takes \(g=3\omega'^2/\omega_D^3\) up to \(\omega_D=k_B\Theta\). With \(\omega'=\omega_Dv\), \(x_D=\Theta/T\) and \(\coth(b/2)=1+2/(e^b-1)\),

\[
\langle u_x^2\rangle=\frac{3}{2M\omega_D}\int_0^1v\coth\frac{vx_D}{2}\,dv=\frac{3}{M\omega_D}\left[\frac14+\frac{\phi(x_D)}{x_D}\right],\qquad \phi(x)=\frac1x\int_0^x\frac{b\,db}{e^b-1}.
\]

The term \(\tfrac14\) is zero-point motion and remains at \(T=0\). For \(T\gtrsim\Theta\), \(\coth(vx_D/2)\simeq2/(vx_D)\) and \(\langle u_x^2\rangle\simeq3T/(Mk_B\Theta^2)\), linear in \(T\) and inversely quadratic in \(\Theta\).

Germanium has a lattice constant of about 5.7 Å, an atomic mass of about 73 u, and a rough Debye temperature for X-ray work of 290 K. The model takes as chosen inputs \(a=5.66\) Å, \(M=72.63\) u and \(\Theta=290\) K; the further digits define the model and are not quoted as measurements. Then \(d_{220}=a/\sqrt8=2.0011\) Å and \(h=3.1398\) Å\(^{-1}\). At 300 K, \(\langle u_x^2\rangle=0.0073313\) Å\(^2\), an rms displacement of 0.086 Å along \(\mathbf h\), and

\[
W=\tfrac12(3.1398)^2(0.0073313)=0.03614,\qquad e^{-W}=0.96451 .
\]

At 80 K \(W=0.01245\), and at 0 K \(W=0.00851\). For 400, \(h^2\) is twice as large and \(0.96451^2=0.9303\), the value of section 5.

## 7. The finite size of the absorber

An atom held exactly on a node still absorbs, because its electrons extend into the region where the field is not zero. The absorption is then nonlocal and must be taken from the transition amplitude.

For an atom at \(\mathbf R\) in a field of beams \(E_n\boldsymbol\epsilon_ne^{i\mathbf k_n\cdot\mathbf r}\), the amplitude to a final state \(f\) is proportional to \(\sum_nE_ne^{i\mathbf k_n\cdot\mathbf R}M_n\), with \(M_n=\langle f|\boldsymbol\epsilon_n\cdot\mathbf p\,e^{i\mathbf k_n\cdot\mathbf r}|i\rangle\) and \(\mathbf r\) measured from the nucleus. The rate is its squared modulus summed over states,

\[
\sum_{nm}E_n^*E_m\,\langle e^{-i(\mathbf k_n-\mathbf k_m)\cdot\mathbf R}\rangle\,\Gamma_{nm},\qquad \Gamma_{nm}=\sum_{i,f}M_n^*M_m .
\]

In the energy balance of section 4 the loss term is \(\sum_{nm}E_n^*\chi''_{n-m}E_m\). Matching the two quadratic forms, with the diagonal fixed by \(\mu\), gives \(\varepsilon=|S|\,e^{-W}\,\Gamma_{0h}/\Gamma_{00}\).

Expand \(e^{i\mathbf k\cdot\mathbf r}=1+i\mathbf k\cdot\mathbf r-\tfrac12(\mathbf k\cdot\mathbf r)^2+\dots\). The model is one of independent electrons in a central potential, \(H=p^2/2+V(r)\). For any function \(F(\mathbf r)\), \([H,F]=-i\nabla F\cdot\mathbf p-\tfrac12\nabla^2F\), and \(\langle f|[H,F]|i\rangle=\omega\langle f|F|i\rangle\). For harmonic \(F\) this gives \(\langle f|\nabla F\cdot\mathbf p|i\rangle=i\omega\langle f|F|i\rangle\). The choice \(F=\boldsymbol\epsilon\cdot\mathbf r\) turns the zeroth-order term into \(i\omega\langle f|\boldsymbol\epsilon\cdot\mathbf r|i\rangle\), the electric dipole (E1). In the first-order term all factors commute because \(\boldsymbol\epsilon\cdot\mathbf k=0\), and

\[
(\mathbf k\cdot\mathbf r)(\boldsymbol\epsilon\cdot\mathbf p)=\tfrac12\left[(\mathbf k\cdot\mathbf r)(\boldsymbol\epsilon\cdot\mathbf p)+(\boldsymbol\epsilon\cdot\mathbf r)(\mathbf k\cdot\mathbf p)\right]+\tfrac12(\mathbf k\times\boldsymbol\epsilon)\cdot\mathbf L .
\]

The last piece is the magnetic dipole. \(\mathbf L\), like the spin, commutes with this \(H\) and cannot connect states of different energy, so it drops out. The bracket is \(\nabla F\cdot\mathbf p\) for \(F=(\boldsymbol\epsilon\cdot\mathbf r)(\mathbf k\cdot\mathbf r)\), whose Laplacian \(2\boldsymbol\epsilon\cdot\mathbf k\) vanishes. To first order,

\[
M=i\omega\,\langle f|\,\boldsymbol\epsilon\cdot\mathbf r+\tfrac i2(\boldsymbol\epsilon\cdot\mathbf r)(\mathbf k\cdot\mathbf r)\,|i\rangle ,
\]

and the second term is the electric quadrupole (E2).

The dependence of \(\Gamma\) on the two beams \((\boldsymbol\epsilon,\mathbf k)\) and \((\boldsymbol\epsilon',\mathbf k')\) follows from rotational invariance. A sum over all \(m\) of a shell and all \(m'\) of the final states is an isotropic tensor.

- E1 with E1 is \(\epsilon'_a\epsilon_b\mathcal T_{ab}\) with \(\mathcal T_{ab}\propto\delta_{ab}\), so it varies as \(\boldsymbol\epsilon\cdot\boldsymbol\epsilon'\).
- E1 with E2 vanishes, because from a given \(l\) the two operators reach final states of opposite parity.
- E2 with E2 is \(\epsilon'_ak'_b\epsilon_ck_d\mathcal T_{abcd}\), with \(\mathcal T\) symmetric in \(ab\) and in \(cd\), hence \(A\delta_{ab}\delta_{cd}+B(\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc})\). The \(A\) term gives \(\boldsymbol\epsilon\cdot\mathbf k=0\). What remains varies as \((\boldsymbol\epsilon\cdot\boldsymbol\epsilon')(\hat{\mathbf k}\cdot\hat{\mathbf k}')+(\boldsymbol\epsilon\cdot\hat{\mathbf k}')(\boldsymbol\epsilon'\cdot\hat{\mathbf k})\), which equals 1 for identical beams.
- E1 with the second-order term is of the same order \(K^2r^2\) as E2 with E2. It has the form \(\epsilon'_a\epsilon_bk_ck_d\mathcal T_{abcd}\). Of the three products of Kronecker symbols, two pair \(\boldsymbol\epsilon\) with \(\mathbf k\) and vanish, leaving \(K^2\,\boldsymbol\epsilon\cdot\boldsymbol\epsilon'\). This term has the angular form of E1 and only rescales \(\sigma_D\). It is left out of the numbers below. Its formal order is that of \(p_Q\), but for the germanium atom used here it comes to only about 0.06% of \(\sigma\).

For σ polarization \(\boldsymbol\epsilon=\boldsymbol\epsilon'=\hat{\mathbf y}\) is perpendicular to both wave vectors and \(\hat{\mathbf k}\cdot\hat{\mathbf k}'=\cos2\theta\). With \(p_Q=\sigma_Q/(\sigma_D+\sigma_Q)\),

\[
\frac{\Gamma_{0h}}{\Gamma_{00}}=(1-p_Q)+p_Q\cos2\theta=1-2p_Q\sin^2\theta .
\]

The factor \(2\sin^2\theta\) can be read from the field. E2 absorption is proportional to the square of the symmetric part of the field gradient at the nucleus. For σ polarization the field has only a \(y\) component, which does not vary along \(y\), so the symmetric part carries a fixed half of the squared gradient and the full gradient can be used for comparison. For \(\sin(hx/2)e^{ik_zz}\) the gradient at a node is \(h/2=K\sin\theta\), its largest transverse value. A plane wave of the same mean intensity \(\tfrac12\) has squared gradient \(K^2/2\). The ratio is \(2\sin^2\theta\).

At the Bragg angle the nodal field is absorbed only at the reduced rate \(\mu(1-\varepsilon)/\cos\theta\), and for σ polarization with every atom on the planes, vibration and quadrupole absorption give \(\varepsilon_\sigma=e^{-W}(1-2p_Q\sin^2\theta)\). It remains to compute \(\mu\) and \(p_Q\) for germanium, to treat π polarization, angular misset and the slab intensities, and to assess the losses outside the model.
